# Bounding the Fringe-Current Mobility Error in Unpatterned Gated Films

## Definitions and the formula in question

A thin semiconducting film lies on an insulator above a gate that extends under the whole film. Two rectangular metal pads, source and drain, contact it. Each pad has width $W$ along $y$ and depth $D$ along $x$, and a gap $L$ separates their facing edges. The origin is at the centre of the gap. Neither film nor gate is cut to the width of the channel.

Voltages and currents are magnitudes, so p- and n-channel devices share the same formulas. The source is at $V=0$, the drain at $V_D$, and $V_{ov}$ is the gate voltage beyond threshold. In the gradual-channel approximation, with gate capacitance per area $C_i$ and constant mobility $\mu$, the sheet conductance at local voltage $V$ is

$$\sigma_s(V)=\mu C_i(V_{ov}-V).$$

The usual evaluation assigns a measured current $I$ the mobility $\mu_{app}$ defined by

$$I=\mu_{app}C_i\frac{W}{L}\left(V_{ov}V_D-\tfrac12V_D^2\right).$$

This assumes straight current lines confined to $|y|<W/2$. In an unpatterned film, current also leaves the sides and backs of the pads. The task is to find the resulting error for $W/L$ from 1 to 20. The error also depends on $D/L$, so the depth must be specified; the main table has $D=2L$ and an unbounded film. Contacts are ideal, threshold and mobility are uniform, and conduction is isotropic until stated otherwise.

## Separating geometry from voltage

Steady current conservation reads $\nabla\cdot[\sigma_s(V)\nabla V]=0$, which is nonlinear when $V_D$ is not small. Define

$$\theta(V)=\int_0^V\sigma_s(v)\,dv .$$

The chain rule gives $\nabla\theta=\sigma_s\nabla V$, hence $\nabla^2\theta=0$. On the pads $\theta$ takes the constants $0$ and $\theta(V_D)$; at an insulating edge its normal derivative vanishes. Therefore $\theta=\theta(V_D)f$, where $f$ is harmonic, equals 0 on the source and 1 on the drain, and depends on geometry alone. The current is

$$I=S\,\theta(V_D),\qquad S=\oint_{\rm drain}\frac{\partial f}{\partial n}\,ds,$$

with $n$ pointing out of the film, into the pad. For constant mobility, $\theta(V_D)=\mu C_i(V_{ov}V_D-V_D^2/2)$. Comparison with the definition of $\mu_{app}$ gives

$$\frac{\mu_{app}}{\mu}=\frac{SL}{W}.$$

The same factor holds from small drain bias up to pinch-off, where $\sigma_s$ vanishes at the drain but $\theta$ stays finite. Beyond pinch-off the gradual-channel description fails near the drain.

The derivation allows any local law $\sigma_s(V)$. As a test, the nonlinear equation was solved directly for $W/L=3$, $\sigma_s\propto(V_{ov}-V)^{1.5}$ and $V_D/V_{ov}=0.7$. Dividing the current by $\theta(V_D)$ gave $S=5.1947$; the linear problem on the same mesh gave 5.1949.

The sign of the error can be found before any numerical work. Multiplying $\nabla^2f=0$ by $f$ and integrating by parts over the film gives

$$\int|\nabla f|^2dA=\oint f\frac{\partial f}{\partial n}ds=S,$$

because $f$ is 1 on the drain and 0 on the source, and no current crosses insulated edges. In an unbounded film $f-\tfrac12$ falls as $1/r$ and its gradient as $1/r^2$, with no net flux to infinity, so the remote boundary adds nothing. Keep only the part of the integral inside the channel. On each line of constant $y$, $f$ rises by 1 over the length $L$, so the Cauchy–Schwarz inequality gives $\int(\partial_xf)^2dx\ge1/L$. Integration over $y$ yields $S\ge W/L$. With ideal contacts, fringe current cannot lower the apparent mobility.

## What goes wrong with a plain grid

The direct scheme puts a uniform grid on a large box, imposes the pad voltages, and sums the current. It has three faults. The box replaces an infinite film by an arbitrary finite one. The field is singular at the pad corners. And the single number produced carries no statement of its error. The third fault is the most serious, since at large $W/L$ the quantity wanted is the small difference between $SL/W$ and 1. Each fault suggests its own cure.

Symmetry first reduces the work. Reflection in $x$ turns $f$ into $1-f$, so $f=\tfrac12$ on the midline $x=0$. Reflection in $y$ leaves $f$ unchanged, so no current crosses $y=0$. In the quarter $x>0,\ y>0$ put $\varphi=2f-1$, which is 0 on the midline and 1 on the pad. Since $\nabla f=\tfrac12\nabla\varphi$ and the four quarters contribute equally,

$$S=4\int_Q\tfrac14|\nabla\varphi|^2dA=\int_Q|\nabla\varphi|^2dA .$$

### An error with a known sign

Let a trial function be $\varphi+\eta$, with $\eta=0$ wherever the potential is prescribed. Its energy is

$$\int_Q|\nabla(\varphi+\eta)|^2dA=S+2\int_Q\nabla\varphi\cdot\nabla\eta\,dA+\int_Q|\nabla\eta|^2dA .$$

The middle integral equals $\oint\eta\,\partial_n\varphi\,ds-\int\eta\nabla^2\varphi\,dA$. It vanishes, because on each part of the boundary either $\eta$ or $\partial_n\varphi$ is zero. Every admissible trial function therefore gives an upper bound on $S$.

To build one, divide the film into rectangles $h_x\times h_y$, cut each along a diagonal, and let $\varphi$ be linear in each triangle. A triangle has one horizontal edge, with potential difference $\Delta_x$, and one vertical edge, with difference $\Delta_y$. Its gradient is $(\Delta_x/h_x,\Delta_y/h_y)$ and its area $h_xh_y/2$, so its energy is

$$\frac{h_y}{2h_x}\Delta_x^2+\frac{h_x}{2h_y}\Delta_y^2 .$$

This is the power in two resistors. Each film cell thus adds conductance $h_y/(2h_x)$ to each of its horizontal edges and $h_x/(2h_y)$ to each of its vertical ones; cells under the pad add nothing. Setting the derivative of the total energy with respect to a free node value $\varphi_i$ to zero gives

$$\sum_jg_{ij}(\varphi_i-\varphi_j)=0,$$

a sparse linear system. Its minimum energy is called $E_\varphi$.

The box can be made to respect the bound. Set $\varphi=0$ on its remote edges and continue the trial function by zero outside. The result is continuous and admissible for the infinite film, so $S\le E_\varphi$ holds there too.

### The missing lower bound

A second variational problem bounds $S$ from below. Describe the current by a stream function $\psi$ through

$$\partial_x\varphi=S\,\partial_y\psi,\qquad \partial_y\varphi=-S\,\partial_x\psi .$$

Equality of the mixed derivatives of $\varphi$ gives $\nabla^2\psi=0$. An insulated edge is a current line, so $\psi$ is constant there. Take $\psi=0$ on the axis inside the gap, and $\psi=1$ on the axis behind the pad and on the remote edges of the box, now treated as insulated. The current through the midline is then $\int\partial_x\varphi\,dy=S(1-0)=S$, which confirms the normalisation. On the pad and the midline $\varphi$ is constant, so the normal derivative of $\psi$ vanishes. Fixed and free boundaries have changed places.

Squaring and adding the two relations gives $|\nabla\varphi|^2=S^2|\nabla\psi|^2$, so

$$\int_Q|\nabla\psi|^2dA=\frac{S}{S^2}=\frac1S .$$

The same triangles produce a discrete minimum $E_\psi\ge1/S_{box}$, where $S_{box}$ belongs to the finite insulated film. Moreover $S_{box}\le S$: the infinite-film potential restricted to the box is an admissible trial function for the box, and its energy there cannot exceed its total energy. Hence, apart from rounding,

$$\frac1{E_\psi}\le S\le E_\varphi .$$

The interval covers both the mesh error and the truncation of the film.

### A mesh suited to the corners

The film occupies an angle $3\pi/2$ around a pad corner. With polar coordinates there and $\vartheta$ measured from one pad edge, the leading solution that vanishes on both edges is

$$1-\varphi=A\,r^{2/3}\sin(2\vartheta/3).$$

Second derivatives grow as $r^{-4/3}$. The energy error of linear elements of size $h$ scales as $\int h^2|\varphi''|^2r\,dr$. For uniform $h$, cut off at $r\sim h$, this is

$$h^2\int_h r^{-8/3}\,r\,dr\sim h^2h^{-2/3}=h^{4/3},$$

worse than the $h^2$ of a smooth problem. If instead $h=\epsilon r$, the integrand becomes $\epsilon^2r^{1/3}$, which is integrable at the corner, and the error scales as $\epsilon^2$. The innermost cells, of size $h_0$, leave a remainder of order $h_0^{4/3}$.

The mesh lines are therefore spaced geometrically away from the corners. The table uses a growth factor of about 1.15, a smallest cell of about $0.002L$, and a remote edge at $60(W/2+D+L/2)$ from the pad. Outside the pads the potential falls as $1/r$, so the energy beyond radius $R$ falls as $\int r^{-4}r\,dr\sim R^{-2}$; the growing cells make a distant edge cheap.

The complete procedure is to build the graded mesh, assemble the conductances, solve once for $\varphi$ and once for $\psi$, and report the midpoint of the bounds with half their separation.

## The overestimate

For $D=2L$, an infinite film and ideal contacts:

| $W/L$ | bounds on $S$ | overestimate, % |
|---:|:---:|---:|
| 1 | 3.064–3.072 | 206.8 ± 0.4 |
| 2 | 4.134–4.142 | 106.9 ± 0.2 |
| 3 | 5.187–5.195 | 73.0 ± 0.2 |
| 5 | 7.268–7.276 | 45.4 ± 0.1 |
| 10 | 12.401–12.411 | 24.1 ± 0.1 |
| 15 | 17.492–17.501 | 16.6 ± 0.1 |
| 20 | 22.561–22.570 | 12.8 ± 0.1 |

The bounds are rounded to the nearest last digit; the numerical output gives one more. Percentages are relative to the true mobility, and the half-separations after the ± signs are rounded up. At $W/L=10$, for instance, the midpoint is $S=12.406$, and $12.406/10-1=24.06\%$.

Halving the excess of the growth factor over 1 and dividing the smallest cell by four narrowed the interval at $W/L=10$ from 12.4014–12.4105 to 12.4046–12.4072. The midpoint overestimate moved by less than 0.001 percentage points.

An independent calculation used no film mesh. It placed source densities $q$ on the pad edges, with opposite ones on the mirror pad, and required potentials $\pm\tfrac12$ from the kernel $-\ln|\mathbf r-\mathbf r'|/(2\pi)$; then $S=\int q\,ds$ over one pad. With 120 panels per pad side it gave 3.0676, 12.4059 and 22.5655 at $W/L=1$, 10 and 20, all inside the bounds.

The fringe acts like an added channel width $(S-W/L)L$. This is $2.07L$ at $W/L=1$, $2.41L$ at 10 and $2.57L$ at 20. It changes slowly, so the relative error falls nearly as $L/W$, but it is not a constant that could be calibrated once.

## Why widening the device helps slowly

Let $W$ be much larger than $L$ and $D$. Seen from a distance, both pads collapse onto the segment $|y|<a=W/2$ of the midline. In the right half-plane $f-\tfrac12$ is $\tfrac12$ on this segment and zero on the rest of the line. The solution is $f-\tfrac12=\alpha/(2\pi)$, where

$$\alpha=\arctan\frac{a-y}{x}+\arctan\frac{a+y}{x}$$

is the angle subtended by the segment. For small positive $x$, $\arctan(b/x)=\pi/2-x/b+\dots$ with $b>0$, so the current density leaving the back of the drain, divided by $\theta(V_D)$, is

$$-\frac1{2\pi}\frac{\partial\alpha}{\partial x}=\frac1{2\pi}\left(\frac1{a-y}+\frac1{a+y}\right).$$

Integrate from $-a+\delta$ to $a-\delta$. Each term gives $\ln[(2a-\delta)/\delta]$, and the sum is $(1/\pi)\ln(W/\delta)$ for $\delta\ll W$. The collapse fails within a distance of order $L$ or $D$ from the ends. Those regions set $\delta$ and contribute an amount that becomes independent of $W$. Adding the direct channel current,

$$S=\frac WL+\frac1\pi\ln\frac WL+c(D/L)+o(1).$$

Each doubling of $W$ should thus raise the excess $S-W/L$ by $\ln2/\pi=0.2206$. The calculation from $W/L=320$ to 640 at $D/L=0.5$ gave 0.2184. From 10 to 20 at $D/L=2$ the gain was 0.160. There the two pads and the gap span $2D+L=5L$, which is not small compared with $W=10L$, so the asymptotic law should not be used for the table.

The slow variation suggests a better measurement. Take two devices with the same $L$, $D$, mobility and threshold, and use the difference of their currents. With $W/L=10$ and 20 the overestimate becomes

$$\frac{22.566-12.406}{20-10}-1=1.6\%,$$

against 12.8% for the wider device alone. This assumes ideal contacts and identical films. It does not remove contact resistance, because the contact-limited current of a patterned channel is itself proportional to $W$.

## Pad depth and film edge

The opposite limit, $D\gg W,L$, shows why depth cannot be omitted. At a distance $s$ from the gap centre, with $s\gg W,L$ but well inside the pad length, the pad side looks like the $x$ axis held at $\varphi=1$, facing the midline at $\varphi=0$. With polar angle $\beta$ from the $x$ axis, $\varphi=1-2\beta/\pi$, and the current density leaving the pad is $2/(\pi s)$. Its integral contributes $(2/\pi)\ln D$ to $S$. An infinitely deep pad on an infinite film has no finite shape factor.

At fixed $W/L=10$, the overestimate is 20.2% for $D=0.5L$, 24.1% for $2L$ and 30.8% for $10L$. At $W/L=1$ the corresponding values are 156%, 207% and 291%. A table without a stated depth would be ambiguous by these amounts.

A finite film lowers the error, as $S_{box}\le S$ requires. For $W/L=10$, $D=2L$ and insulating film edges $10L$ from the pads, it is 22.2% instead of 24.1%.

## A device in laboratory units

Consider rough values for an evaporated small-molecule transistor with shadow-mask contacts on oxidised silicon: $L=100$ µm, $D=200$ µm, $W=1000$ µm, mobility 0.5 cm²/Vs, overdrive 40 V and drain bias 1 V. An oxide 300 nm thick with relative permittivity 3.9 has $C_i=11.51$ nF/cm². The small-bias sheet resistance is

$$\frac1{\mu C_iV_{ov}}=4.34\ \text{M}\Omega\text{ per square}.$$

Without fringe current,

$$I=0.5\times11.51\times10^{-9}\times10\times(40-0.5)\ \text{A}=2.27\ \mu\text{A}.$$

Replacing the factor 10 by $S=12.406$ gives 2.82 µA. The usual formula then reports 0.62 cm²/Vs for a film whose mobility is 0.50 cm²/Vs.

Contact resistance, neglected so far, can change this reading strongly. Let $r_c$ be the contact resistance of a pad edge multiplied by the edge length, and take $r_c=5000$ Ω cm, a rough value for a quantity that varies widely between devices. Continuity of current at the edge requires $V_{pad}-V=r_c\sigma_s\partial_nV$, so the contact acts as an extra film length

$$\ell=r_c\sigma_s=\frac{5000\ \Omega\,\text{cm}}{4.344\times10^6\ \Omega}=11.5\ \mu\text{m}.$$

In a patterned channel the two contacts add in series, and $\mu_{app}/\mu=1/(1+2\ell/L)=0.813$. With the same $r_c$ along the whole pad perimeter in the unpatterned film, the computed ratio is 1.03. Placing the resistance at the pad edge is an approximation for shadow-mask contacts, which inject current over a strip under the pad; it is reasonable here because that strip, about $\ell$ wide, is narrow compared with $D$. Spreading the injection over the pad area, with the same $\ell$, changes the ratio only from 1.03 to 1.02. Two errors of about 20% nearly cancel for these parameters, when $\mu_{app}$ is taken from the current at a known threshold, as defined above. The cancellation is poorer when the mobility is taken from the slope $dI/dV_{ov}$. With $r_c$ independent of gate voltage, $\ell\propto\sigma_s$, so the patterned current is proportional to $\sigma_s/(1+2\ell/L)$ and its slope gives $1/(1+2\ell/L)^2=0.66$; the unpatterned film with edge contacts then gives about 0.86. For ideal contacts both evaluations carry the same factor $SL/W$. A plausible mobility from such a device is therefore no evidence that either error is small.

Anisotropy can act the other way. For mobilities $\mu_x$ and $\mu_y$ along the axes, the small-bias equation is $\mu_x\partial_x^2V+\mu_y\partial_y^2V=0$. The substitution $y'=y\sqrt{\mu_x/\mu_y}$ makes it Laplace's equation for pads of width $W'=W\sqrt{\mu_x/\mu_y}$ and unchanged depth. The current through the midline contains

$$\int\mu_x\partial_xV\,dy=\sqrt{\mu_x\mu_y}\int\partial_xV\,dy',$$

so $\mu_{app}/\mu_x=\sqrt{\mu_y/\mu_x}\,S(W')L/W=S(W')L/W'$. For $\mu_y=2\mu_x$, $W'=7.07L$ and the overestimate relative to $\mu_x$ is about 33%; a direct anisotropic solution gives the same value.

Other approximations are milder here. The overdrive produces 1.33 MV/cm in the oxide, below a rough breakdown field of 10 MV/cm. The thermal voltage at 300 K is $6\times10^{-4}$ of the overdrive, and the oxide thickness is $3\times10^{-3}$ of the gap, which supports the gradual-channel description away from pinch-off. Real films may also have a nonuniform threshold or mobility, which this shape factor does not describe.

For ideal contacts, $D=2L$ and a wide film, even $W/L=20$ leaves an error near 13%. Cutting the film to the channel width removes the fringe paths and restores $S=W/L$; where cutting is impractical, the calculated $S$ for the actual pads and film edges should replace $W/L$. This corrects the geometry only: in the contact-resistance example above, it would still give only 0.82 to 0.83 of the true mobility, depending on how the contact is modelled, so contact resistance must be determined separately. These ratios refer to a mobility taken from the current; a slope-based value is lower still. The numerical output below gives most of the values to more digits; it does not include the area-injection and slope-based ratios.

## Computed results

```
L = 100 um, D = 200 um, D/L = 2.0
Infinite film: W/L, lower S, upper S, overestimate %, +/- %
  1    3.0637    3.0715   206.76   0.39
  2    4.1338    4.1418   106.89   0.20
  3    5.1869    5.1951    73.03   0.14
  5    7.2675    7.2761    45.44   0.09
 10   12.4014   12.4105    24.06   0.05
 15   17.4918   17.5012    16.64   0.03
 20   22.5608   22.5704    12.83   0.02
Boundary-charge S at W/L=1: 3.0676
Boundary-charge S at W/L=10: 12.4059
Boundary-charge S at W/L=20: 22.5655
Refined bounds of S at W/L=10: 12.4046, 12.4072
Mesh shift of overestimate at W/L=10: -0.000 %
Pad depth: D/L, overestimate % at W/L = 1, 10, 20
  0.5   156.25    20.24    11.05
 10.0   290.53    30.76    15.90
Excess S gained, W/L 320 to 640, D/L=0.5: 0.2184
Logarithmic-law gain per doubling: 0.2206
Excess S gained, W/L 10 to 20, D/L=2: 0.1597
Two-width (10, 20) mobility overestimate: 1.60 %
Large-bias test W/L=3, V_D/V_ov=0.7, exponent 1.5:
  S linear = 5.1949, S nonlinear = 5.1947
Device W = 1000 um, mobility = 0.50 cm2/Vs
Oxide = 300 nm, relative permittivity = 3.9
Overdrive = 40 V, drain bias = 1 V
Gate capacitance = 11.510 nF/cm2
Sheet resistance = 4.344 Mohm/square
Current without fringe = 2.273 uA
Current with fringe = 2.820 uA
Apparent mobility = 0.6203 cm2/Vs
Contact resistance, each = 5000 ohm cm
Contact length ell = 11.51 um
Apparent/true mobility, patterned + contacts = 0.8129
Apparent/true mobility, fringe + contacts = 1.0292
Film margin 1000 um: overestimate = 22.16 %
Mobility ratio mu_y/mu_x = 2.0, W'/L = 7.071
  direct overestimate = 33.09 %, scaled = 33.09 %
Oxide field from overdrive = 1.33 MV/cm
Thermal voltage/overdrive at 300 K = 6.46e-04
Oxide thickness/channel length = 3.0e-03
```
